# Uehling Shifts of the 2P1/2 and 2P3/2 States at Order α(Zα)⁶: test program

```python
"""Uehling shift of the 2P states at order alpha*(Z alpha)^6.

Result under test, for a point nucleus of infinite mass:
    shift = (alpha/pi) * zeta^6 * m c^2 / 8 * C,   zeta = Z*alpha,
    C(2P1/2) = -9/140,   C(2P3/2) = -1/70,   as zeta -> 0.
The large component gives -1/70 in both states; the small component gives
-1/20 in 2P1/2 and nothing in 2P3/2.

Formula side: low-momentum expansion and Pauli spinors at the origin.
Independent side: full Uehling potential averaged over Dirac-Coulomb states.
Natural units hbar = c = m = 1 are used except in the worked example.
kappa is the Dirac angular quantum number: +1 for P1/2, -2 for P3/2.
"""
import sympy as sp
import mpmath as mp
from scipy import constants as const

mp.mp.dps = 30

# ---------- polarization function: expansion and spectral form ----------
x = sp.symbols("x", positive=True)
c_q2 = sp.integrate(sp.expand(2 * (x * (1 - x))**2), (x, 0, 1))
c_q4 = -sp.integrate(sp.expand((x * (1 - x))**3), (x, 0, 1))


def polarization_feynman(k):
    return 2 * mp.quad(lambda s: s * (1 - s) * mp.log(1 + s * (1 - s) * k**2),
                       [0, 1])


def spectral_weight(u):
    """Weight of Yukawa potentials exp(-2 r/u)/r, including the measure du."""
    return mp.sqrt(1 - u**2) * (1 + u**2 / 2) / u


def polarization_spectral(k):
    return mp.mpf(2) / 3 * mp.quad(
        lambda u: spectral_weight(u) * k**2 * u**2 / (k**2 * u**2 + 4), [0, 1])


for k in (mp.mpf("0.3"), mp.mpf(3)):
    assert abs(polarization_feynman(k) / polarization_spectral(k) - 1) < 1e-12
k_small = mp.mpf("0.01")
q4_numeric = (polarization_spectral(k_small) - k_small**2 / 15) / k_small**4
assert abs(q4_numeric - mp.mpf(c_q4.p) / c_q4.q) < 1e-6

# ---------- Pauli spinors near the origin, lengths in units of a ----------
X, Y, Zc = sp.symbols("X Y Zc", real=True)
coords = (X, Y, Zc)
pauli = (sp.Matrix([[0, 1], [1, 0]]), sp.Matrix([[0, -sp.I], [sp.I, 0]]),
         sp.Matrix([[1, 0], [0, -1]]))
amp = 1 / sp.sqrt(24 * 4 * sp.pi)   # radial slope at origin / sqrt(4 pi)
plus = X + sp.I * Y
spinors = {
    "2P1/2 m=1/2": amp * sp.Matrix([Zc, plus]),
    "2P3/2 m=1/2": amp * sp.Matrix([sp.sqrt(2) * Zc, -plus / sp.sqrt(2)]),
    "2P3/2 m=3/2": amp * sp.Matrix([-sp.sqrt(sp.Rational(3, 2)) * plus, 0]),
}


def origin_data(phi):
    """Laplacian of |phi|^2 and |sigma.grad phi|^2 / 4 at the origin."""
    density = sp.expand((phi.H * phi)[0])
    laplacian = sp.simplify(sum(sp.diff(density, v, 2) for v in coords))
    small = sp.zeros(2, 1)
    for matrix, v in zip(pauli, coords):
        small += matrix * phi.diff(v)
    small = small.applyfunc(sp.simplify)
    return laplacian, sp.simplify((small.H * small)[0] / 4)


origin = {name: origin_data(phi) for name, phi in spinors.items()}
parts = {}
for name, (lap, chi2) in origin.items():
    large_part = sp.simplify(8 * sp.pi * 4 * c_q4 * lap)
    small_part = sp.simplify(-8 * sp.pi * 4 * c_q2 * chi2)
    parts[name] = (large_part, small_part)
assert parts["2P3/2 m=1/2"] == parts["2P3/2 m=3/2"]
half = parts["2P1/2 m=1/2"]
three = parts["2P3/2 m=1/2"]
C_half, C_three = sum(half), sum(three)
assert C_half == sp.Rational(-9, 140) and C_three == sp.Rational(-1, 70)


# ---------- Dirac-Coulomb average of the full Uehling potential ----------
def dirac_uehling(zeta, kappa):
    """Scaled shifts (large part, small part) for n = 2, any zeta < 1."""
    zeta = mp.mpf(zeta)
    gam = mp.sqrt(kappa**2 - zeta**2)
    energy = 1 / mp.sqrt(1 + (zeta / (2 - abs(kappa) + gam))**2)
    lam = mp.sqrt(1 - energy**2)
    # P, Q = r^gam exp(-lam r) (a0 + a1 r), r^gam exp(-lam r) (b0 + b1 r)
    a0, b0 = mp.mpf(1), (gam + kappa) / zeta
    rhs1 = lam * a0 + (energy + 1) * b0
    rhs2 = lam * b0 + (1 - energy) * a0
    m11, m22 = gam + 1 + kappa, gam + 1 - kappa
    det = m11 * m22 + zeta**2
    a1 = (m22 * rhs1 + zeta * rhs2) / det
    b1 = (m11 * rhs2 - zeta * rhs1) / det
    # the power series must end here if the energy is an eigenvalue
    size = abs(a0) + abs(b0) + abs(a1) + abs(b1)
    assert abs(lam * a1 + (energy + 1) * b1) < 1e-15 * size
    assert abs(lam * b1 + (1 - energy) * a1) < 1e-15 * size

    large = (a0**2, 2 * a0 * a1, a1**2)
    small = (b0**2, 2 * b0 * b1, b1**2)
    norm = sum((large[j] + small[j]) * mp.gamma(2 * gam + j + 1)
               / (2 * lam)**(2 * gam + j + 1) for j in range(3))
    moments = [mp.gamma(2 * gam + j) * mp.quad(
        lambda u: spectral_weight(u)
        * (u / (2 * (1 + lam * u)))**(2 * gam + j), [0, 1]) for j in range(3)]
    factor = -mp.mpf(16) / 3 / zeta**5 / norm
    return tuple(factor * sum(c * mom for c, mom in zip(coef, moments))
                 for coef in (large, small))


step = mp.mpf("1e-4")
limits = {}
for label, kappa, expected in (("2P1/2", 1, half), ("2P3/2", -2, three)):
    coarse = dirac_uehling(2 * step, kappa)
    fine = dirac_uehling(step, kappa)
    limit = [2 * f - c for f, c in zip(fine, coarse)]
    limits[label] = limit
    for value, formula in zip(limit, expected):
        assert abs(value - mp.mpf(formula.p) / formula.q) < 2e-6
    total = sum(expected)
    exact_total = mp.mpf(total.p) / total.q
    ratio = (sum(coarse) - exact_total) / (sum(fine) - exact_total)
    assert abs(ratio - 2) < 0.02      # leading deviation is linear in zeta
    limits[label + " ratio"] = ratio

# ---------- worked example in SI units ----------
Z = 10
alpha, hbar, c, m_e, h = (const.fine_structure, const.hbar, const.c,
                          const.m_e, const.h)
zeta = Z * alpha
compton = hbar / (m_e * c)
a_len = compton / zeta
scale = alpha / const.pi * zeta**6 * m_e * c**2 / 8
lap_si = float(origin["2P1/2 m=1/2"][0]) / a_len**5
chi2_si = float(origin["2P1/2 m=1/2"][1]) * compton**2 / a_len**5
prefactor = -Z * alpha**2 * hbar * c
E_large = prefactor * compton**4 * lap_si / 35
E_small = prefactor * compton**2 * chi2_si * 4 / 15
assert abs(E_large / (scale * float(C_three)) - 1) < 1e-10
assert abs((E_large + E_small) / (scale * float(C_half)) - 1) < 1e-10
full_half = float(sum(dirac_uehling(zeta, 1)))
full_three = float(sum(dirac_uehling(zeta, -2)))
MHz = h * 1e6

print("Polarization function: k^2 coefficient =", c_q2)
print("Polarization function: k^4 coefficient =", c_q4)
print(f"k^4 coefficient from spectral form, k=0.01: {float(q4_numeric):.7f}")
print("C parts (large, small) 2P1/2:", half[0], half[1], " total", C_half)
print("C parts (large, small) 2P3/2:", three[0], three[1], " total", C_three)
print(f"Decimal C: 2P1/2 {float(C_half):.7f}, 2P3/2 {float(C_three):.7f}")
for label in ("2P1/2", "2P3/2"):
    lg, sm = (float(v) for v in limits[label])
    print(f"Dirac limit {label}: large {lg:.7f}, small {sm:.7f}")
    print(f"  deviation ratio on doubling zeta: "
          f"{float(limits[label + ' ratio']):.4f}")
print("Full Uehling C at finite zeta (2P1/2, 2P3/2):")
for z in ("0.03", "0.01", "0.003", "0.001"):
    v1, v3 = (float(sum(dirac_uehling(z, kap))) for kap in (1, -2))
    print(f"  zeta = {z}: {v1:.6f}, {v3:.6f}")
print(f"Example: Z = {Z}, alpha = {alpha:.9f}, zeta = {zeta:.8f}")
print(f"Reduced Compton length = {compton:.6e} m")
print(f"Length a = {a_len:.6e} m")
print(f"Electron rest energy = {m_e * c**2:.6e} J")
print(f"Scale (alpha/pi) zeta^6 mc^2/8 = {scale:.5e} J")
print(f"Scale / h = {scale / MHz:.3f} MHz")
print(f"Laplacian of |phi|^2 at origin = {lap_si:.5e} m^-5")
print(f"|chi(0)|^2 for 2P1/2 = {chi2_si:.5e} m^-3")
print(f"Large-component shift = {E_large / MHz:.3f} MHz")
print(f"Small-component shift, 2P1/2 = {E_small / MHz:.3f} MHz")
print(f"Leading shift 2P1/2 = {(E_large + E_small) / MHz:.3f} MHz"
      f" = {E_large + E_small:.4e} J")
print(f"Leading shift 2P3/2 = {E_large / MHz:.3f} MHz = {E_large:.4e} J")
print(f"Leading change of E(3/2)-E(1/2) = {-E_small / MHz:.3f} MHz")
print(f"Full C at Z=10: 2P1/2 {full_half:.6f}, 2P3/2 {full_three:.6f}")
print(f"Full Uehling shift 2P1/2 = {full_half * scale / MHz:.3f} MHz")
print(f"Full Uehling shift 2P3/2 = {full_three * scale / MHz:.3f} MHz")
print(f"Full/leading: 2P1/2 {full_half / float(C_half):.4f}, "
      f"2P3/2 {full_three / float(C_three):.4f}")
print("PASS")
```

Printed output:

```
Polarization function: k^2 coefficient = 1/15
Polarization function: k^4 coefficient = -1/140
k^4 coefficient from spectral form, k=0.01: -0.0071428
C parts (large, small) 2P1/2: -1/70 -1/20  total -9/140
C parts (large, small) 2P3/2: -1/70 0  total -1/70
Decimal C: 2P1/2 -0.0642857, 2P3/2 -0.0142857
Dirac limit 2P1/2: large -0.0142857, small -0.0500000
  deviation ratio on doubling zeta: 1.9968
Dirac limit 2P3/2: large -0.0142857, small 0.0000000
  deviation ratio on doubling zeta: 1.9992
Full Uehling C at finite zeta (2P1/2, 2P3/2):
  zeta = 0.03: -0.063382, -0.013689
  zeta = 0.01: -0.063913, -0.014077
  zeta = 0.003: -0.064165, -0.014222
  zeta = 0.001: -0.064244, -0.014264
Example: Z = 10, alpha = 0.007297353, zeta = 0.07297353
Reduced Compton length = 3.861593e-13 m
Length a = 5.291772e-12 m
Electron rest energy = 8.187106e-14 J
Scale (alpha/pi) zeta^6 mc^2/8 = 3.58961e-24 J
Scale / h = 5417.411 MHz
Laplacian of |phi|^2 at origin = 4.79429e+54 m^-5
|chi(0)|^2 for 2P1/2 = 2.68095e+29 m^-3
Large-component shift = -77.392 MHz
Small-component shift, 2P1/2 = -270.871 MHz
Leading shift 2P1/2 = -348.262 MHz = -2.3076e-25 J
Leading shift 2P3/2 = -77.392 MHz = -5.1280e-26 J
Leading change of E(3/2)-E(1/2) = 270.871 MHz
Full C at Z=10: 2P1/2 -0.062999, 2P3/2 -0.012959
Full Uehling shift 2P1/2 = -341.290 MHz
Full Uehling shift 2P3/2 = -70.205 MHz
Full/leading: 2P1/2 0.9800, 2P3/2 0.9071
PASS
```
